Charged interface defects and the n-type enhancement of solid-phase epitaxy, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Defect populations and the growth ratio

Suppose that in undoped material practically every growth defect at the crystal–amorphous interface is neutral. Suppose that doping then raises the Fermi level until there are two negative defects for each neutral one, while the number of neutral defects stays as it was. Where there was one defect there are now three. If all three work equally fast, the interface advances faster by the factor

R = (1 + 2)/(1 + 0) = 3.

Now change one supposition. Let doping charge the defects that are already present, without adding any. Of every three neutral defects, two become negative and one stays neutral. There are still three defects, all working equally fast, and the speed is unchanged.

The two cases have the same charged-to-neutral ratio and the same equal mobilities, yet different growth speeds. Equal mobility alone therefore does not fix the enhancement. What decides it is whether the neutral population is held fixed while charged defects are added. This part derives the condition for that, and the general ratio.

### Counting the growth events

Let N₀ and N₋ be the numbers of neutral and singly negative defects per unit interface area. Each defect carries out local rearrangements that transfer one atom from the amorphous to the crystalline side, at a rate Γ. The reverse transfer also occurs. Let D be the free energy released when one atom crystallizes, counted positive when the crystal is stable. Detailed balance between the two sides gives the reverse rate Γ exp(−D/kT), where k is Boltzmann's constant and T the temperature. The net rate per defect is

Γ_net = Γ [1 − exp(−D/kT)].

"Equally mobile" means here that Γ_net is the same for both kinds of defect. A rearrangement is assumed to leave its defect in existence and in the same charge state. Creation, loss and charging are separate processes.

Each net event adds one atomic volume Ω to the crystal. Volume per event, times events per defect and unit time, times defects per area, is a speed:

v = Ω Γ [1 − exp(−D/kT)] (N₀ + N₋).   (1)

If one event moved m atoms together, Ω would become mΩ and D would become mD. Both changes would be common to doped and intrinsic material, and would cancel in the ratio below.

Define the charged-to-neutral ratio x = N₋/N₀. Then N₀ + N₋ = N₀(1 + x). With subscripts d for doped and i for intrinsic material at the same temperature, equation (1) gives

v_d/v_i = [N₀,d (1 + x_d)]/[N₀,i (1 + x_i)],   (2)

provided that Γ and D do not depend on doping. The neutral densities are still present. They cancel if N₀,d = N₀,i, and this must be established separately.

### Equilibrium populations

Take N_s independent sites per unit area. A site is empty, or holds a neutral defect, or holds a negative one. Let ε be the formation free energy of the neutral defect in one given spin state. Let E₋ be the electron energy at which the defect changes from neutral to negative, apart from spin factors, so that the negative defect costs ε + E₋ before the electron taken from the reservoir is accounted for. The reservoir supplies that electron at the Fermi level E_F. Both E₋ and E_F are measured from the same zero, and only their difference will matter.

The statistical weight of a state is exp[−(energy − E_F × number of added electrons)/kT]. A neutral defect with one unpaired electron has two spin states. The negative defect, with its electrons paired, has one. The three weights are therefore

empty: 1,

neutral: z = 2 exp(−ε/kT),

negative: exp[−(ε + E₋ − E_F)/kT].

The ratio of the last weight to the second is the charged-to-neutral ratio. The factor exp(−ε/kT) cancels and leaves

x = g exp[(E_F − E₋)/kT],  with g = 1/2.   (3)

For other spin or orbital multiplicities, g is the number of negative states divided by the number of neutral states. At E_F = E₋ the ratio is g, not one. The two populations are equal when E_F lies above E₋ by kT ln(1/g), which is kT ln 2 for g = 1/2.

The negative weight can now be written zx. Dividing each weight by their sum gives the probabilities, and multiplying by N_s gives the densities:

N₀ = N_s z/[1 + z(1 + x)],

N₋ = N_s zx/[1 + z(1 + x)].   (4)

If defects are rare in both materials, so that z(1 + x) ≪ 1, the denominator is close to one and

N₀ ≈ N_s z.

This does not contain E_F. The reason is physical: a neutral defect exchanges no electron with the reservoir when it forms from the perfect interface, so its cost does not depend on the price of an electron. Doping leaves the neutral population unchanged and adds to the charged one. Equation (2) becomes

R = (1 + x_d)/(1 + x_i).   (5)

This is the enhancement ratio. As a direct check of the counting, all microstates of four independent sites were summed with ε = 1.2 eV and the Fermi levels of the example in Part 2. The mean number of defects rises on doping by a factor 3.0224, and equation (5) gives the same value to the digits shown.

### Reading the ratio

If charged defects are rare in intrinsic material, x_i ≪ 1 and R ≈ 1 + x_d. Little then happens until the Fermi level comes near E₋, after which R grows exponentially with E_F. If charged defects dominate in both materials, R ≈ x_d/x_i, which depends on the Fermi-level shift alone and no longer on E₋.

At fixed temperature and fixed E₋, differentiating equation (3) gives dx_d/dE_F = x_d/kT, so that

dR/dE_F = x_d/[kT(1 + x_i)].

This is positive, and n-type doping accelerates growth in this model. Acceptors lower E_F and make x_d smaller than x_i. Then R falls below one, though never below 1/(1 + x_i). With these equilibrium populations, neutral and negative defects alone therefore cannot describe an acceleration by acceptors. That needs a positive charge state or another mechanism.

### Finite coverage

Equation (4) also gives the correction when defects are not rare. The odds of finding a defect on a site, meaning the probability of a defect divided by the probability of none, are z(1 + x). Call the intrinsic odds w = z(1 + x_i). The doped odds are

z(1 + x_d) = z(1 + x_i) × (1 + x_d)/(1 + x_i) = wR.

A site with odds w is occupied with probability w/(1 + w). The growth ratio is the ratio of the occupied fractions:

v_d/v_i = [wR/(1 + wR)]/[w/(1 + w)] = R(1 + w)/(1 + wR).   (6)

For R > 1 this is smaller than R. The shortfall relative to R is

1 − (1 + w)/(1 + wR) = w(R − 1)/(1 + wR).

Equation (5) thus holds when this shortfall is small. It is enough that both w and wR be small, and for R well above one this is also needed. As w grows without limit the ratio tends to one, because an interface already full of defects has no room for more. Equation (6) assumes sites that do not interact. At high coverage real defects may interact, and then (6) gives the blocking effect alone.

### Does growth disturb the populations?

The interface moves, so the system as a whole is not in equilibrium. Equation (5) can still hold if the creation, loss and charging of defects obey detailed balance among themselves. Let P_e, P₀ and P₋ be the probabilities that a site is empty, neutral or negative, and take the rates

empty → neutral: zb,  neutral → empty: b,

neutral → negative: cx,  negative → neutral: c,

empty → negative: hzx,  negative → empty: h.

Here b and c are positive and h may be zero. Try P₀ = zP_e and P₋ = xP₀ = zxP_e. The three net flows are then

zbP_e − bP₀ = zbP_e − bzP_e = 0,

cxP₀ − cP₋ = cxP₀ − cxP₀ = 0,

hzxP_e − hP₋ = hzxP_e − hzxP_e = 0.

Every pair of processes balances separately, so this is a steady state. Since b and c connect all three states, it is the unique steady state. The values of b, c and h have dropped out. Charge exchange may be slow or fast compared with creation and loss without changing the steady ratio. Growth events do not enter either, because by assumption they leave the defect state alone.

### Loss without matching creation

Now let defects be created only in the neutral state, at rate a per empty site, and let both kinds be lost at the same rate b. The loss of a negative defect has no reverse process here, so detailed balance is broken. Charge exchange moves defects between the two kinds without changing their total. In the steady state, creation balances loss:

aP_e = b(P₀ + P₋).

With P_e = 1 − (P₀ + P₋) this becomes

a = (a + b)(P₀ + P₋),

P₀ + P₋ = a/(a + b).

The ratio x has disappeared. Doping changes how the defects are charged, but not how many there are, and equally mobile defects give no enhancement. A numerical solution with a/b = 10⁻⁵, c = b and the values of x from Part 2 gives a growth ratio of 1.0000. This is the second case of the opening paragraphs, reached by a kinetic route.

A real interface may lie between the two extremes. To describe this, keep the balanced neutral creation and loss, with rates zb and b, set h = 0, and add a loss rate u, without reverse, that acts equally on both kinds. Take u to be the same in doped and intrinsic material, as for defects that anneal out at a rate independent of the growth speed. Let defects be dilute and charge exchange fast, so that N₋ = xN₀ at every moment. With the total C = N₀ + N₋, the neutral density is C/(1 + x), and

dC/dt = N_s zb − bC/(1 + x) − uC.   (7)

Setting the left side to zero and solving for C gives

C = N_s zb/[b/(1 + x) + u] = N_s zb(1 + x)/[b + u(1 + x)].

Define λ = u(1 + x_i)/b. Then u(1 + x_d)/b = λR, and the ratio of doped to intrinsic totals is

v_d/v_i = R(1 + λ)/(1 + λR).   (8)

This has the same form as equation (6), for a different reason. It equals R when the unmatched loss is slow, λR ≪ 1, and tends to one when that loss dominates. Defects destroyed by the passage of the growth front are a different case, because their loss rate is proportional to the speed. If λ is defined with the intrinsic loss rate, the speed ratio Y then obeys Y = R(1 + λ)/(1 + λRY), which for R > 1 lies below equation (8). A fitted enhancement that is smaller than equation (5) predicts therefore does not by itself show that the defect level is wrong.

Equation (7) also gives the response time. With u = 0, and with charge exchange still fast, the total relaxes to N_s z(1 + x) with the time constant

τ = (1 + x)/b.

In a layer with a graded dopant profile the front meets a changing x. Equation (5) may be used with the local doping if the front moves a distance vτ that is short compared with the distance over which x changes appreciably. If charge exchange is slow, the response takes longer, and its slowest relaxation time must be used in place of τ. The time constant is longer in heavily doped material because, with h = 0, a negative defect must first become neutral before it can be lost.

### Unequal mobilities and other changes

Let the negative defect rearrange at r times the rate of the neutral one, with the same driving free energy D. The sum in equation (1) becomes N₀ + rN₋ = N₀(1 + rx), and the ratio for dilute, balanced populations is

R_r = (1 + r x_d)/(1 + r x_i).   (9)

Its derivative with respect to r is, by the quotient rule,

[x_d(1 + r x_i) − x_i(1 + r x_d)]/(1 + r x_i)² = (x_d − x_i)/(1 + r x_i)².

For donors x_d > x_i, so a more mobile negative defect always gives a larger enhancement in this model. The limits are R_r = 1 at r = 0 and R_r → x_d/x_i as r → ∞.

In equation (9) r appears only in the product rx = rg exp[(E_F − E₋)/kT]. Growth ratios at one temperature therefore cannot separate r, g and E₋. If r = r₀ exp(−δ/kT), with r₀, δ and E₋ independent of temperature, then

rx = r₀g exp[(E_F − E₋ − δ)/kT],

and data at several temperatures determine the prefactor r₀g and the sum E₋ + δ, but still not the separate parts. If the level drifts as E₋ = A + BT, the fitted prefactor becomes r₀g exp(−B/k) and the fitted sum A + δ. A drift of only 10⁻⁴ eV/K changes the prefactor by a factor of about three. A level obtained from growth data under the assumption r = 1 is an effective level.

Doping may also change the interface itself. Let it alter the neutral formation free energy by Δε and the activation free energy in Γ by ΔG. The neutral density is then multiplied by exp(−Δε/kT) and the rate by exp(−ΔG/kT). If D changes from D_i to D_d, the dilute result is

v_d/v_i = R exp[−(Δε + ΔG)/kT] × [1 − exp(−D_d/kT)]/[1 − exp(−D_i/kT)].   (10)

Equation (5) is the case in which all these changes vanish. Strain, dopant–defect binding and chemical changes of the amorphous phase could enter through the extra factors. They are not electronic enhancements of the kind in equation (5), even if they happen to give a similar dependence on dopant concentration.

## Part 2. Fermi level, example and corrections

Part 1 gave the growth ratio R = (1 + x_d)/(1 + x_i), where x = g exp[(E_F − E₋)/kT] is the number of negative defects per neutral one. The subscripts d and i mean doped and intrinsic material at the same temperature, E_F is the Fermi level, E₋ the defect level, and g = 1/2 the ratio of negative to neutral degeneracy. The result needs dilute, equally mobile defects whose creation, loss and charging obey detailed balance. If the intrinsic odds of a defect on a site are w, finite coverage changes R to R(1 + w)/(1 + wR). If the negative defect is r times as mobile and defects are dilute, x is replaced by rx. It remains to find E_F. Energies are now measured from the conduction-band edge of the crystal, so the valence edge lies at −E_g, with E_g the gap.

### Carrier densities and neutrality

For a parabolic band with density-of-states mass m_c, the number of states per volume and energy at energy E above the edge is

(1/2π²)(2m_c/ħ²)^(3/2) √E.

Multiply by the Fermi–Dirac occupation and substitute E = kTt and η = E_F/kT. The factor √E dE supplies (kT)^(3/2), so the electron density is

n = (1/2π²)(2m_c kT/ħ²)^(3/2) ∫₀^∞ √t dt/[1 + exp(t − η)].

Define the normalized integral

F(η) = (2/√π) ∫₀^∞ √t dt/[1 + exp(t − η)].

The integral in n is then (√π/2)F(η), and collecting the factors gives

n = N_c F(E_F/kT),  N_c = 2[m_c kT/(2πħ²)]^(3/2).   (11)

The same argument for holes, whose energy is counted downward from the valence edge, gives

p = N_v F[(−E_g − E_F)/kT],   (12)

where N_v has the form of N_c with the hole mass. For fully ionized donors of density N_D, neutrality requires

n = p + N_D.   (13)

As E_F rises, n increases and p decreases. Equation (13) therefore has one root, which a bracketing method finds safely. Setting N_D = 0 gives the intrinsic level. With equal electron and hole masses it lies at −E_g/2, because n and p are then equal by symmetry.

We now have the growth ratio, the conditions under which it holds, and a neutrality equation that fixes the Fermi level. What remains is to examine the nondegenerate limit, work through phosphorus-doped silicon at 550 °C, and see how far corrections such as donor ionization and band bending change the result.
